# The Foldy–Wouthuysen expansion at order c⁻⁴ in Coulomb s states

An electron moves in a static scalar potential \(V(\mathbf r)\). Hartree atomic units are used and the rest energy \(c^2\) is subtracted. Write \(\pi=\boldsymbol\sigma\cdot\mathbf p\) for the operator (the number \(\pi\) appears only in numerical factors and is clear from context), \(T=\pi^2=p^2\) and \(D=[\pi,[\pi,V]]\). The Dirac equation for the upper and lower components is

\[
V\varphi+c\pi\chi=E\varphi,\qquad c\pi\varphi+(V-2c^2)\chi=E\chi .
\]

The nucleus is fixed. QED effects and other electrons are left out. In (a) and (b) \(V\) is smooth, so that all operator products are defined.

## (a) Find the two-component Hamiltonian through order \(c^{-4}\).

**Solution.** On the electronic states set \(\chi=X\varphi\). The first equation gives \(E\varphi=L\varphi\) with \(L=V+c\pi X\). In the second, \(E\chi=XE\varphi=XL\varphi\), hence

\[
2c^2X=c\pi+[V,X]-cX\pi X .
\]

Insert \(X=X_1/c+X_3/c^3+X_5/c^5+\dots\) and compare powers:

\[
X_1=\tfrac12\pi,\qquad X_3=\tfrac14[V,\pi]-\tfrac18\pi^3,\qquad
X_5=\tfrac12[V,X_3]-\tfrac14(TX_3+X_3T).
\]

The norm of the four-component state is \(\langle\varphi|N|\varphi\rangle\), \(N=1+X^\dagger X\). The function \(N^{1/2}\varphi\) therefore has the ordinary norm, and its Hamiltonian is \(H=N^{1/2}LN^{-1/2}\). Choosing the positive Hermitian root fixes the unitary transformation; another choice can change the operators, but not the energies.

The pieces of \(L\) are \(L_0=T/2+V\), \(L_2=\pi X_3=\frac14(\pi V\pi-TV)-\frac18T^2\) and \(L_4=\pi X_5\). For the norm, \(N_1=X_1^\dagger X_1=T/4\). With \(D=TV-2\pi V\pi+VT\),

\[
N_2=\tfrac12(\pi X_3+X_3^\dagger\pi)=-\tfrac18D-\tfrac18T^2 .
\]

Thus \(N^{1/2}=1+A/c^2+B/c^4\), where

\[
A=\tfrac12N_1=\tfrac18T,\qquad B=\tfrac12N_2-\tfrac18N_1^2=-\tfrac1{16}D-\tfrac9{128}T^2,
\]

and \(N^{-1/2}=1-A/c^2+(A^2-B)/c^4\). Multiplying out,

\[
H_2=L_2+[A,L_0]=-\tfrac18T^2-\tfrac18D,
\]
\[
H_4=L_4+[A,L_2]+[B,L_0]-[A,L_0]A .
\]

Terms quadratic in \(V\) arise in two places. In \(L_4\) there is \(\frac18\pi[V,[V,\pi]]\), which vanishes because \(W=[\pi,V]=-i\boldsymbol\sigma\cdot\nabla V\) is a function of position and commutes with \(V\). In \([B,L_0]\) there is \(-\frac1{16}[D,V]\). Since \(D=\pi W-W\pi\), \([D,V]=W^2-W^2=0\).

The term without \(V\) is \(T^3/16\), from \(L_4\). The terms linear in \(V\) have these coefficients, in units of \(1/128\):

| source | \(T^2V\) | \(VT^2\) | \(TVT\) | \(\pi V\pi^3\) | \(\pi^3V\pi\) |
|---|---|---|---|---|---|
| \(L_4\) | 16 | 0 | 8 | −16 | −8 |
| \([A,L_2]\) | −4 | 0 | 4 | −4 | 4 |
| \(-[D,T]/32\) | 4 | −4 | 0 | 8 | −8 |
| \(-9[T^2,V]/128\) | −9 | 9 | 0 | 0 | 0 |
| \(-[T,V]T/64\) | 0 | 2 | −2 | 0 | 0 |
| sum | 7 | 7 | 10 | −12 | −12 |

The third row uses \([D,T]=VT^2-T^2V-2\pi V\pi^3+2\pi^3V\pi\). Now \(\{T,D\}=T^2V+VT^2+2TVT-2\pi V\pi^3-2\pi^3V\pi\). Six times this leaves \(1,1,-2\) in the first three columns, which is \([T,[T,V]]\). Therefore

\[
H_4=\frac{T^3}{16}+\frac3{64}\{T,D\}+\frac1{128}[T,[T,V]] .
\]

As a test, random Hermitian matrices replaced \(\pi\) and \(V\), with the term \(\{\pi,[[\pi,V],V]\}/16\) restored because it does not vanish for such matrices. Doubling \(c\) reduced the difference from numerical block diagonalization by a factor 63.5; a remainder of order \(c^{-6}\) requires a factor near 64.

## (b) Reduce \(\langle H_4\rangle\) in an s eigenstate of \(H_0=T/2+V\), for smooth spherical \(V\).

**Solution.** The double commutator is \(D=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). On an s function \(\nabla V\) and \(\nabla\psi\) are both radial, so the spin-orbit part gives zero. Take \(\psi\) real and normalized, and let \(w=E_0-V\). The Schrödinger equation reads \(T\psi=2w\psi\), so

\[
\tfrac1{16}\langle T^3\rangle=\tfrac1{16}\langle T\psi|T|T\psi\rangle=\tfrac14\int|\nabla(w\psi)|^2d^3r,
\]
\[
\tfrac3{64}\langle\{T,D\}\rangle=\tfrac3{32}\langle T\psi|D\psi\rangle=-\tfrac3{16}\int w(\nabla^2V)\psi^2d^3r .
\]

For the last operator use \(\langle[H_0,[T,V]]\rangle=0\). Since \([T,V]=-\nabla^2V-2\nabla V\cdot\nabla\), one has \([V,[T,V]]=2|\nabla V|^2\). Thus \(\frac12\langle[T,[T,V]]\rangle+2\langle|\nabla V|^2\rangle=0\), and

\[
\langle H_4\rangle=\tfrac14\int|\nabla(w\psi)|^2-\tfrac3{16}\int w(\nabla^2V)\psi^2-\tfrac1{32}\int|\nabla V|^2\psi^2 .
\]

In a smooth anharmonic well this form and the operator definition both gave 3.575566 hartree for \(\langle H_4\rangle\). This is only the first-order part of the \(c^{-4}\) energy coefficient; part (e) adds the rest.

## (c) What happens to each operator for \(V=-Z/r\)?

**Solution.** An ns state has \(\psi(0)\ne0\), and near the nucleus \(T\psi\simeq2Z\psi(0)/r\).

- For \(T^3\), the gradient of \(T\psi\) behaves as \(r^{-2}\). Its squared norm contains \(\int r^{-4}r^2dr\), which diverges as the inverse of the lower limit.
- For \(\{T,D\}\), \(\nabla^2V=4\pi Z\delta(\mathbf r)\). The delta function multiplies \(T\psi\), which is infinite at the origin.
- For \([T,[T,V]]\), \(2\langle T^2\psi|V\psi\rangle\) contains \(\delta(\mathbf r)/r\), because \(T(1/r)=4\pi\delta(\mathbf r)\). The other part, \(-2\langle T\psi|V|T\psi\rangle\), contains \(\int dr/r\).

None of the three has a finite expectation value. They differ in sign, so whether their sum could be finite must be decided with one common regularization.

## (d) Smear the nucleus, \(V=-Z\,\mathrm{erf}(r/a)/r\). How does \(\langle H_4\rangle\) behave as \(a\to0\)?

**Solution.** The limits are taken in this order: first expand in \(1/c\) at fixed \(a\), then let \(a\to0\). The strongest contribution comes from \(r\sim a\), where \(w\simeq-V\) and \(\psi\simeq\psi(0)\). Define \(J=\int|\nabla V|^2d^3r\). By parts, \(\int(-V)\nabla^2V\,d^3r=J\), since the surface term vanishes at infinity. The three terms of (b) then become

\[
\psi(0)^2J\left(\tfrac14-\tfrac3{16}-\tfrac1{32}\right)=(8-6-1)\frac{\psi(0)^2J}{32}=\frac{\psi(0)^2J}{32}.
\]

For the Gaussian charge, \(\nabla^2V=4Z e^{-r^2/a^2}/(\sqrt\pi a^3)\), so

\[
J=4\pi\frac{4Z^2}{\sqrt\pi a^3}\int_0^\infty r\,e^{-r^2/a^2}\mathrm{erf}(r/a)\,dr
=\frac{4\pi Z^2}{a}\sqrt{\frac2\pi},
\]

where integration by parts gives \(a^2/(2\sqrt2)\) for the integral.

There is also a logarithm, from \(a\ll r\ll1/Z\). There \(V'=Z/r^2\), \(w\simeq Z/r\), and the cusp gives \(\psi'\simeq-Z\psi(0)\), \(\psi^2\simeq\psi(0)^2(1-2Zr)\). In

\[
|\nabla(w\psi)|^2=V'^2\psi^2-2wV'\psi\psi'+w^2\psi'^2
\]

the \(r^{-3}\) parts are \(-2Z^3\psi(0)^2\) and \(+2Z^3\psi(0)^2\) and cancel. The second integral has no nuclear charge in this region. The third gives

\[
-\frac{4\pi\psi(0)^2Z^2}{32}(-2Z)\int\frac{dr}{r}
=\frac{\pi Z^3\psi(0)^2}{4}\ln\frac1{Za}+\text{const}.
\]

With the point-nucleus value \(\psi(0)^2=Z^3/(\pi n^3)\), whose correction of relative order \(Za\) changes only the constant,

\[
\langle H_4\rangle=\frac1{n^3}\left[\frac{Z^5}{8a}\sqrt{\frac2\pi}+\frac{Z^6}{4}\ln\frac1{Za}+O(Z^6)\right].
\]

The sum diverges too. For 1s, \(Z=1\), \(a=0.0005\) bohr, the three terms are 7.987, −5.989 and −0.991 in units of \(\psi(0)^2J/32\). The logarithmic coefficient extracted from two small widths is 0.251, against the derived 1/4.

## (e) Is there another contribution to the energy at the same order?

**Solution.** Yes: \(H_2/c^2\) acts twice. With \(G=Q(H_0-E_0)^{-1}Q\), where \(Q\) projects out \(\psi\) within the s states,

\[
E_4=\langle H_4\rangle-\langle H_2\psi|G|H_2\psi\rangle .
\]

To find \(H_2\psi\), apply \(T\) to \(T\psi=2w\psi\):

\[
T^2\psi=-2\nabla^2(w\psi)=2(\nabla^2V)\psi+4V'\psi'+4w^2\psi .
\]

Since \(-D\psi/8=+(\nabla^2V)\psi/8\),

\[
H_2\psi=s_1+s_2,\qquad s_1=-\tfrac18(\nabla^2V)\psi,\quad s_2=-\tfrac12V'\psi'-\tfrac12w^2\psi .
\]

At short distance \(H_0-E_0\) is dominated by \(-\nabla^2/2\), whose inverse is \(G_0=2(-\nabla^2)^{-1}\). As \((-\nabla^2)^{-1}\nabla^2V=-V\), one finds \(G_0s_1\simeq\frac14V\psi(0)\), and

\[
-\langle s_1|G_0|s_1\rangle\simeq\frac{\psi(0)^2}{32}\int V\nabla^2V\,d^3r=-\frac{\psi(0)^2J}{32}.
\]

This cancels the \(1/a\) term of (d). The next term, from \(G\simeq G_0-G_0VG_0\), is

\[
+\int V(G_0s_1)^2d^3r\simeq\frac{\psi(0)^2}{16}\int V^3d^3r
=-\frac{\pi Z^3\psi(0)^2}{4}\ln\frac1{Za}+\text{const},
\]

which cancels the logarithm. The source \(s_2\) adds no further logarithm: outside the nucleus its \(r^{-2}\) parts, \(+\frac12Z^2\psi(0)/r^2\) and \(-\frac12Z^2\psi(0)/r^2\), cancel, and the remaining \(1/r\) source multiplied by \(G_0s_1\sim1/r\) is integrable with \(r^2dr\). Further insertions of \(V\) in \(G\) are also integrable at small \(r\).

So the divergence belongs to the division of the energy into first and second order. At fixed \(a\), \(E_4\) is the \(c^{-4}\) Taylor coefficient of the smeared-nucleus Dirac energy, because the transformation preserves eigenvalues. The cancellation shows that \(E_4\) stays finite, but does not by itself give the limit.

## (f) Expand the point-nucleus Dirac energy and compare.

**Solution.** Let \(x=(Z/c)^2\) and \(\gamma=\sqrt{1-x}\). For ns,

\[
\frac{E}{c^2}=\left[1+\frac{x}{(n-\delta)^2}\right]^{-1/2}-1,\qquad
\delta=1-\gamma=\frac x2+\frac{x^2}8+\dots
\]

Both square roots are analytic at \(x=0\), and \(n-\delta\) is nonzero there, so the energy has a regular power series in \(x\). Expanding the outer root,

\[
\frac E{c^2}=-\frac{x}{2(n-\delta)^2}+\frac{3x^2}{8(n-\delta)^4}-\frac{5x^3}{16(n-\delta)^6}+\dots
\]

The inverse powers are

\[
\frac1{(n-\delta)^2}=\frac1{n^2}\left[1+\frac xn+x^2\left(\frac1{4n}+\frac3{4n^2}\right)+\dots\right],\quad
\frac1{(n-\delta)^4}=\frac1{n^4}\left[1+\frac{2x}n+\dots\right].
\]

Since \(c^2x^3=Z^6/c^4\), collecting \(x^3\) gives

\[
E_4=Z^6\left[-\frac1{8n^3}-\frac3{8n^4}+\frac3{4n^5}-\frac5{16n^6}\right].
\]

For 1s this is \(-Z^6/16\), and for 2s \(-21Z^6/1024\). The smeared-nucleus calculation for \(Z=1\), 1s gives these \(c^{-4}\) coefficients in atomic units:

| \(a\) (bohr) | \(\langle H_4\rangle\) | second order | sum |
|---|---|---|---|
| 0.1 | 1.0190 | −1.0539 | −0.0349 |
| 0.01 | 10.5948 | −10.6561 | −0.0613 |
| 0.001 | 100.9445 | −101.0070 | −0.0625 |

Each sum agrees with the Taylor coefficient of the separately solved radial Dirac problem to within \(10^{-5}\). The sums approach \(-0.0625\), which is numerical evidence for the limit. For 2s at \(a=0.001\), \(12.6602-12.6807=-0.0205\), also the point value at this precision. The 1s and 2s first-order values have the ratio \(100.94/12.66=7.97\), close to the factor \(n^3=8\) expected from \(\psi(0)^2\).

## (g) Where does the infinite expectation value of \(T^3\) come from?

**Solution.** Consider the unexpanded kinetic energy \(\sqrt{c^4+p^2c^2}-c^2\) in the point-nucleus 1s state. The Fourier transform of \(\sqrt{Z^3/\pi}\,e^{-Zr}\) is \((2\sqrt2/\pi)Z^{5/2}/(p^2+Z^2)^2\), so the radial momentum density is

\[
n(p)=\frac{32Z^5}{\pi}\frac{p^2}{(p^2+Z^2)^4}\simeq\frac{32Z^5}{\pi p^6}\quad(p\gg Z).
\]

The power series of the square root diverges for \(p>c\), and this tail extends into that region. After removal of \(p^2/2-p^4/(8c^2)\), the leading remainder comes from \(p\sim c\). With \(p=cs\) it is

\[
\frac{32Z^5}{\pi c^3}\,I,\qquad
I=\int_0^\infty\frac{\sqrt{1+s^2}-1-s^2/2+s^4/8}{s^6}\,ds .
\]

A primitive, as differentiation confirms, is

\[
-\frac{(1+s^2)^{3/2}}{5s^5}+\frac{2(1+s^2)^{3/2}}{15s^3}+\frac1{5s^5}+\frac1{6s^3}-\frac1{8s}.
\]

At infinity it tends to \(2/15\). At zero the integrand is finite, so the negative powers cancel; the primitive is odd in \(s\), so no constant remains. Hence \(I=2/15\), and the remainder begins with

\[
\frac{64Z^5}{15\pi c^3}.
\]

For \(Z=1\) the coefficient is 1.3581; direct integration at \(c=1000\), where higher terms still contribute, gives 1.3559. A \(c^{-3}\) term is larger than any finite multiple of \(c^{-4}\) as \(c\to\infty\). Forcing it into a series in \(c^{-2}\) makes the formal coefficient \(\langle T^3\rangle/16\) infinite. The complete Dirac energy has no \(c^{-3}\) term, by (f), so in a treatment without this expansion the remaining contributions together must compensate it. These are the operators containing \(V\) and also the change of the wave function: the kinetic correction \(\delta K=\sqrt{c^4+p^2c^2}-c^2-p^2/2\) acting twice gives, at \(p\sim c\), \(\delta K^2/(p^2/2)\sim c^2\) weighted by \(n(p)\,dp\sim c^{-5}\), which is again of order \(c^{-3}\). Since \(\delta K/(p^2/2)\) is of order one at \(p\sim c\), every further insertion of \(\delta K\) contributes at this order too.

## (h) How large are the cancelling terms for \(Z=50\) and \(a=10^{-4}\) bohr?

**Solution.** These are round model parameters; the width is 5.29 fm and the rms charge radius \(\sqrt{3/2}\,a\) is 6.48 fm, which has the order of magnitude of a nuclear radius but is not fitted to a particular nucleus. With \(r=\rho/Z\), the 1s problem depends on \(Za\), and the \(c^{-4}\) coefficients scale as \(Z^6\). Here \(Za=0.005\), for which the \(Z=1\) coefficients are 20.7478 and −20.8099. With \(c=137.036\), \(Z^6/c^4=44.308\) hartree, so

\[
\frac{\langle H_4\rangle}{c^4}=20.7478\times44.308=919.3\ \text{hartree}\quad(25.0\ \text{keV}),
\]
\[
\text{second order}=-20.8099\times44.308=-922.0\ \text{hartree}.
\]

From the unrounded values the sum is −2.75 hartree. The point-nucleus term is \(-44.308/16=-2.77\) hartree, or −75.4 eV. First-order use of \(H_4\) alone would therefore have the wrong sign and a magnitude more than 300 times too large.

The regular point-nucleus series gives

\[
-1250.00-41.60-2.77=-1294.37\ \text{hartree},
\]

against the full Dirac value −1294.63 hartree. The remaining −0.25 hartree comes from higher powers of \((Z/c)^2=0.133\).

For the smeared nucleus the operator expansion cannot be justified point by point. The lower component is \(\chi=(2c^2+E-V)^{-1}c\pi\varphi\), and expanding the inverse in powers of \((E-V)/(2c^2)\) requires \(|E-V|<2c^2\). At the centre \(|V(0)|/(2c^2)=15.0\), so that expansion fails there. The finite sum −2.75 hartree is a Taylor term defined by \(c\to\infty\) at fixed \(a\); its finiteness alone does not show that the series converges for this nucleus at the physical \(c\). The failure of the pointwise expansion does not imply that the energy series fails either. In this example the next Taylor terms of the smeared-nucleus energy are −0.225, −0.020 and −0.002 hartree, they keep falling by about a factor 10 per order through \(c^{-20}\), and the partial sums reach the unexpanded Dirac value −1294.49 hartree. The numerical output below gives the remaining widths and digits.

## Computed results

```
Matrix test: remainder at c=10: 1.498e-07, c=20: 2.359e-09
Matrix test: ratio of remainders = 63.50
Smooth V: <H4> by definition = 3.57556627 hartree
Smooth V: <H4> reduced form  = 3.57556627 hartree
Z=1, 1s, coefficients of c^-4 in atomic units, a in bohr:
     a        <H4>    second order       sum       Dirac
 0.1000     1.018971     -1.053902    -0.034931   -0.034931
 0.0300     3.654344     -3.710381    -0.056038   -0.056038
 0.0100    10.594835    -10.656086    -0.061250   -0.061250
 0.0050    20.747772    -20.809862    -0.062090   -0.062090
 0.0010   100.944523   -101.006996    -0.062473   -0.062473
Point nucleus 1s, c^-4 coefficient = -0.062500 a.u.
1s, a=0.001: c^-2 coefficient = -0.124993 a.u.
2s, a=0.001: <H4> = 12.660203 a.u.
2s, a=0.001: second order = -12.680706 a.u.
2s, a=0.001: sum = -0.020504 a.u.
Point nucleus 2s, c^-4 coefficient = -0.020508 a.u.
1s, a=0.0005: <H4> = 200.854269 a.u.
1s, a=0.0005: unit psi(0)^2 J/32 = 199.471140 a.u.
1s, a=0.0005: three terms of <H4> in that unit = 7.9868, -5.9889, -0.9909
1s, a=0.001: second order in its unit = -1.0127
Coefficient of ln(1/a) from a=0.001, 0.0005 = 0.2513 a.u.
Kinetic c^-3 coefficient, numerical c=1000 = 1.35594 a.u.
Kinetic c^-3 coefficient, 64/(15 pi) = 1.35812 a.u.
Example: Z = 50, a = 1.0e-04 bohr = 5.292 fm, c = 137.0360 a.u.
Example: Z/c = 0.36487
Example: nonrelativistic term = -1250.0000 hartree
Example: c^-2 Dirac term = -41.6026 hartree
Example: c^-4 Dirac term = -2.7692 hartree = -75.35 eV
Example: sum of three terms = -1294.3719 hartree
Example: full point-nucleus Dirac energy = -1294.6261 hartree
Example: <H4>/c^4 = 919.2906 hartree = 25015.2 eV
Example: second order/c^4 = -922.0417 hartree
Example: their sum = -2.7511 hartree
Example: |V(0)|/(2c^2) = 15.022
```
